# Why an averaged polarisation factor fails in dynamical epilayer diffraction

Suppose an unpolarised rocking curve from a 495 nm epilayer is computed with a single polarisation factor, the arithmetic mean of the sigma and pi factors. In the example below the layer peak then comes out 13 % too low, relative to the correct average. If thickness is adjusted until the peak height agrees, the result is 533 nm. The substrate peak errs the other way, by 4 %, so no common intensity scale repairs both. The fault is the order of two operations: the polarisation factor was averaged before a nonlinear amplitude was formed and squared.

## The two-wave equations

Take a plane X-ray wave on a crystal whose diffracting planes are parallel to the surface. Let $z$ point into the crystal and let fields vary as $e^{i\mathbf K\cdot\mathbf r-i\omega t}$, so that a positive imaginary susceptibility absorbs. Lengths are in nm and angles in arcsec, which suit X-ray optics better than atomic units. With $k=2\pi/\lambda$ and plane spacing $d$,

$$\mathbf K_0=k(\cos\theta,0,\sin\theta),\qquad \mathbf K_h=\mathbf K_0-H\hat{\mathbf z},\qquad H=\frac{2\pi}{d}=2k\gamma,\qquad \gamma=\sin\theta_B .$$

The local susceptibility is isotropic, with mean $\chi_0$ and equal Fourier components $\chi_h=\chi_{-h}$ for the reflection. Near the Bragg angle two waves are strong:

$$\mathbf E=D_0(z)\,\mathbf e_0e^{i\mathbf K_0\cdot\mathbf r}+D_h(z)\,\mathbf e_he^{i\mathbf K_h\cdot\mathbf r}.$$

Each unit vector $\mathbf e$ is perpendicular to its own wave vector. Insert this into $\nabla(\nabla\cdot\mathbf E)-\nabla^2\mathbf E=k^2(1+\chi)\mathbf E$. The amplitudes vary slowly, so second derivatives are dropped. The divergence term then lies along the wave vector and vanishes on projection onto $\mathbf e$. What remains is

$$K_0^2D_0-2iK_{0z}D_0'=k^2[(1+\chi_0)D_0+C\chi_hD_h],$$
$$K_h^2D_h-2iK_{hz}D_h'=k^2[(1+\chi_0)D_h+C\chi_hD_0],\qquad C=\mathbf e_0\cdot\mathbf e_h .$$

Here $K_0^2=k^2$, and close to the reflection $K_{0z}\approx k\gamma$, $K_{hz}\approx-k\gamma$. Also

$$k^2-K_h^2=2kH\sin\theta-H^2=k^2\beta,\qquad \beta=4\gamma(\sin\theta-\gamma).$$

Dividing by the factors before the derivatives gives

$$D_0'=\frac{ik}{2\gamma}(\chi_0D_0+C\chi_hD_h),\qquad
D_h'=-\frac{ik}{2\gamma}[(\chi_0+\beta)D_h+C\chi_hD_0]. \tag{1}$$

In sigma polarisation both fields are perpendicular to the plane of incidence, so $C=1$. In pi polarisation both lie in that plane. The wave vectors enclose the angle $2\theta$, and so do the fields, so $C=\cos2\theta\approx\cos2\theta_B$. Reversing $\mathbf e_h$ changes the signs of $C$ and $D_h$ but not the intensity, so we may use $C_\pi=|\cos2\theta_B|$.

For the ratio $X=D_h/D_0$, the quotient rule $X'=D_h'/D_0-XD_0'/D_0$ gives

$$X'=-\frac{ik}{2\gamma}\left(C\chi_hX^2+\eta X+C\chi_h\right),\qquad \eta=2\chi_0+\beta. \tag{2}$$

The two waves make equal angles with the surface, so the reflectivity is $R=|X|^2$ at the surface. The term in $X^2$ describes diffraction back into the incident direction. It makes $X$ a nonlinear function of $C$.

## A counter-example at one angle

In a very thick uniform crystal the field is a single decaying solution with constant $X$. Setting $X'=0$ in (2),

$$X=\frac{-\eta+s}{2C\chi_h},\qquad s^2=\eta^2-4C^2\chi_h^2. \tag{3}$$

To select the root, use $\chi_0+C\chi_hX=\chi_0-\eta/2+s/2=(s-\beta)/2$ in the first equation of (1). Since $\beta$ is real, $D_0$ decays with depth when $\operatorname{Im}s>0$.

Let the absorption tend to zero and define $y=|\eta|/(2C|\chi_h|)$. For $y<1$, $s$ is imaginary, and

$$|X|^2=\frac{\eta^2+(4C^2\chi_h^2-\eta^2)}{4C^2\chi_h^2}=1 .$$

For $y>1$, a small positive imaginary part of $\eta$ gives $\operatorname{Im}s\approx\eta\operatorname{Im}\eta/s$. This is positive when $s$ has the sign of $\eta$. Hence

$$R=1\quad(y\le1),\qquad R=\left(y-\sqrt{y^2-1}\right)^2\quad(y>1). \tag{4}$$

Now take $C_\pi=0.4057$ and the deviation $\eta=1.2|\chi_h|$. For sigma, $y=1.2/2=0.6$ and $R_\sigma=1$. For pi,

$$y=\frac{1.2}{2(0.4057)}=1.479,\qquad R_\pi=(1.4789-1.0896)^2=0.152 .$$

The unpolarised reflectivity is therefore $(1+0.152)/2=0.576$. The arithmetic mean factor is $\bar C=(1+0.4057)/2=0.703$. With it, $y=1.2/1.406=0.854$, which is below one, so it predicts $R=1$. It predicts total reflection where the crystal in fact reflects only 15 % of the pi half of the beam.

## No other constant will do

Could a better choice of $C$ rescue the method? For a thick lossless crystal with $0<C_\pi<1$, the averaged curve equals one up to $|\eta|=2C_\pi|\chi_h|$ and falls below one immediately beyond. By (4), a curve with a single $C$ leaves unity at $|\eta|=2C|\chi_h|$. Agreement there demands $C=C_\pi$.

Next look at the wings. For large $y$,

$$y-\sqrt{y^2-1}=\frac{1}{y+\sqrt{y^2-1}}\to\frac1{2y},\qquad R\to\frac{C^2|\chi_h|^2}{\eta^2}.$$

The averaged curve has $(1+C_\pi^2)/2$ in place of $C^2$. Agreement there demands

$$C=C_{\rm rms}=\sqrt{\frac{1+C_\pi^2}{2}} .$$

Both demands together give $C_\pi^2=(1+C_\pi^2)/2$, hence $C_\pi=1$, contrary to the assumption. If $C_\pi=0$, at a Bragg angle of 45°, the averaged curve has a plateau of height one half. A single nonzero $C$ gives a plateau of height one, and $C=0$ gives no reflection, so the conclusion stands.

The arithmetic mean does preserve one property. The area under (4) follows from $y=\cosh u$, for which $y-\sqrt{y^2-1}=e^{-u}$:

$$\int_1^\infty R\,dy=\int_0^\infty e^{-2u}\sinh u\,du=\frac12\left(1-\frac13\right)=\frac13 .$$

Counting both sides and the plateau, $\int R\,dy=2+2/3=8/3$, so

$$\int R\,d\eta=\frac{16}{3}C|\chi_h| . \tag{5}$$

This is linear in $C$, so the mean of the two areas is the area at $\bar C$. In units of $|\chi_h|$, numerical integration gives 5.333 for sigma and 2.164 for pi. Their mean, 3.748, is also the area found with $\bar C$, while $C_{\rm rms}$ gives 4.070. The equality is exact only without absorption; for the absorbing substrate of the example below, the area at $\bar C$ is about 0.4 % low. Equal area does not imply equal shape, as the point $\eta=1.2|\chi_h|$ shows.

## The correct statement

For a polarisation-blind detector and an unpolarised incident beam,

$$R_{\rm unpol}(\theta)=\tfrac12|X(\theta;C=1)|^2+\tfrac12|X(\theta;C=C_\pi)|^2. \tag{6}$$

This holds for a stack of any number of layers under the assumptions above: coplanar two-wave diffraction and isotropic local susceptibility.

To prove it, write the incident field as $a\,\boldsymbol\sigma+b\,\boldsymbol\pi_0$ with $|a|^2+|b|^2=1$. The sigma direction is perpendicular to both pi directions, so the coupling between sigma and pi in every layer is zero. The plane of incidence is a mirror plane of the whole stack, so the interfaces do not mix them either. The outgoing field is

$$\mathbf E_{\rm out}=a\,r_\sigma\boldsymbol\sigma+b\,r_\pi\boldsymbol\pi_h,\qquad \boldsymbol\sigma\cdot\boldsymbol\pi_h=0,$$

where $r_\sigma$ and $r_\pi$ are the two surface values of $X$. Its intensity has no cross term:

$$|\mathbf E_{\rm out}|^2=|a|^2|r_\sigma|^2+|b|^2|r_\pi|^2 .$$

An unpolarised beam has $\langle|a|^2\rangle=\langle|b|^2\rangle=\tfrac12$, which gives (6).

The orthogonality of the outgoing fields removes the interference, even for a fully coherent beam. A beam linearly polarised at 45° also has $|a|^2=|b|^2=\tfrac12$ and must give the same total. In the example, 6.0 arcsec above the substrate Bragg angle, an average over polarisation states and the 45° beam both give $R=0.80709$. An analyser set oblique to both outgoing fields would project them onto one direction and make their relative phase matter for the 45° beam.

If a beam conditioner leaves a fraction $p$ of the intensity in pi polarisation, the same proof gives

$$R=(1-p)|r_\sigma|^2+p|r_\pi|^2. \tag{7}$$

If an anisotropic susceptibility or a non-coplanar additional beam mixes the polarisations, the reflection matrix has off-diagonal elements and (6) no longer applies.

## Carrying the amplitude through a layer

For a uniform layer of thickness $t$, set $q=\eta+2C\chi_hX$. Squaring $q$ and using (2) and (3),

$$q'=-\frac{ik}{4\gamma}(q^2-s^2).$$

Try $q=is\tan u$. Then $q^2-s^2=-s^2\sec^2u$ and $q'=is\,u'\sec^2u$, so $u'=ks/(4\gamma)$. Going from bottom to top therefore reduces $u$ by $kst/(4\gamma)$. With $T=\tan[kst/(4\gamma)]$, the subtraction formula for the tangent gives

$$q_{\rm top}=\frac{s(q_{\rm bot}-isT)}{s-iq_{\rm bot}T}.$$

Substituting back for $X$,

$$X_{\rm top}=\frac{sX_{\rm bot}+i(\eta X_{\rm bot}+2C\chi_h)T}{s-i(\eta+2C\chi_hX_{\rm bot})T}. \tag{8}$$

Each material uses its own plane spacing in $\gamma$ and $\beta$. We take the diffracting planes to continue in step across the interface, measure the phases of both waves from there, and neglect the weak specular reflection. Then $D_0$ and $D_h$ are continuous, so at the bottom of the epilayer $X_{\rm bot}$ is the substrate value (3). The calculation is done once with $C=1$ and once with $C=C_\pi$, and the intensities are averaged at the end.

## The factor depends on thickness

A lossless slab without a substrate shows how the factor needed for the peak height changes. Put $X_{\rm bot}=0$ and $\eta=0$ in (8). Then $s=2iC|\chi_h|$, and $\tan(ix)=i\tanh x$ gives

$$R=\tanh^2(CA),\qquad A=\frac{k|\chi_h|t}{2\gamma}. \tag{9}$$

The single factor that reproduces the averaged peak must satisfy

$$\tanh^2(CA)=\tfrac12\left[\tanh^2A+\tanh^2(C_\pi A)\right].$$

For a thin slab, $\tanh x\approx x$ and $C\to C_{\rm rms}$. This is the kinematical limit, in which intensity is proportional to $C^2$ and averaging the squared factor is legitimate.

For a thick slab, $\tanh^2x\approx1-4e^{-2x}$. With $C_\pi<1$ the sigma correction is negligible beside the pi correction, so

$$4e^{-2CA}\approx2e^{-2C_\pi A}\quad\Rightarrow\quad C\approx C_\pi+\frac{\ln2}{2A}. \tag{10}$$

With $|\chi_h|=1.8\times10^{-5}$ and $C_\pi=0.4057$, the required factor is 0.763 at 99 nm, 0.732 at 989 nm, 0.595 at 2966 nm and 0.458 at 9887 nm. The last slab has $A=6.66$, and (10) also gives 0.458. Each value is found by solving $\tanh^2(CA)=R$ for $C$, where $R$ is the averaged peak from a direct solution of Maxwell's equations in the periodic medium. No polarisation factor is inserted in that solution. For all four slabs it agrees with (9) within 0.001 in $R$, for both polarisations. A factor fitted to one thickness is thus unsafe for another.

## An epilayer in numbers

Take rough parameters for a semiconductor layer on a slightly mismatched substrate. The wavelength is 0.154 nm and the substrate plane spacing is 0.14125 nm. Then

$$\sin\theta_B=\frac{0.154}{2(0.14125)}=0.5451,\qquad C_\pi=1-2(0.5451)^2=0.406 .$$

The layer is 494.7 nm thick, with a perpendicular mismatch of $6\times10^{-4}$. The susceptibilities are $\chi_0=(-2.9+0.09i)\times10^{-5}$, $\chi_h=(-1.8+0.08i)\times10^{-5}$ in the substrate and $\chi_0=(-2.8+0.08i)\times10^{-5}$, $\chi_h=(-1.7+0.07i)\times10^{-5}$ in the layer.

Equation (9) gives a quick estimate of the layer peak. With $k=40.8$ nm$^{-1}$,

$$A\approx\frac{40.8(1.7\times10^{-5})(494.7)}{2(0.545)}=0.315,$$

so $R_\sigma\approx\tanh^2(0.315)=0.093$ and $R_\pi\approx\tanh^2(0.128)=0.016$. The full calculation with absorption and substrate gives 0.0927 and 0.0161, whose mean is 0.0544. With $\bar C$ the peak is 0.0473, an error of $-13$ % relative to that mean. With $C_{\rm rms}=0.763$ it is 0.0555, an error of $+2$ %.

The thickness error follows from the same estimate. Equation (9) contains only the product $Ct$, so too small a $C$ is compensated by too large a $t$. The best single factor in the layer's angular window is 0.758, which suggests a thickness ratio of $0.758/0.703=1.08$. Fitting the height with the full two-wave model gives 533.4 nm, or $+7.8$ %.

At the substrate peak the correct value is 0.808. The arithmetic factor gives 0.843 and the rms factor 0.855, both too high. The least-squares factor in the substrate window is 0.687, and even then the largest discrepancy in $R$ is 0.31. In the layer window the best factor leaves at most 0.0003. A single factor can therefore imitate a weak peak over a limited range, but the value that does so fails at the substrate.

The two-wave model was tested against the direct Maxwell solution for this layer and substrate at 191 angles from $-130$ to 60 arcsec. The largest differences in $R$ are 0.0003 for sigma and 0.0002 for pi. Against the average of the direct solutions, the arithmetic and rms factors err by up to 0.31 and 0.34. These discrepancies are far larger than the error of the two-wave approximation.

## What a real measurement changes

A diffractometer smooths the narrow substrate peak. Rough contributions are 12 arcsec from beam divergence, 13.4 arcsec from a relative wavelength spread of $10^{-4}$, and 2.9 arcsec from the curvature of a 350 µm thick wafer under a 1 mm beam. Added in quadrature they give 18.2 arcsec. After Gaussian smoothing of this full width at half maximum, the arithmetic factor errs by $-13$ % at the layer and $+2$ % at the substrate. The rms factor errs by $+2$ % and $+11$ %. Smoothing does not remove the wrong ratio of the peaks: the layer-to-substrate ratio is $0.867/1.022=0.85$ of its correct value with $\bar C$, and $1.017/1.111=0.92$ with $C_{\rm rms}$.

The assumption of an unpolarised beam can matter more than the choice of averaging recipe. For a germanium 220 conditioner with polarisation factor 0.704, suppose the transmitted pi and sigma intensities stand in the ratio $0.704^2:1$. Then $p=0.33$, and (7) gives a layer peak of 0.0673, which is 24 % above the unpolarised value. This ratio is an estimate. With a broad source, two parallel reflections pass relatively more pi intensity and raise the layer peak by only about 15 %, while four reflections in a dispersive setting raise it by about 29 %. The ratio should therefore be calculated or measured for the conditioner in use.

Thermal motion, if not already contained in the chosen $\chi_h$, would multiply it by about 0.93. The layer peak would fall to 0.047, while the error of the arithmetic factor would stay at $-13$ %. A force-balance estimate for 60° dislocations, with a Poisson ratio of 0.31, puts the onset of strain relaxation at about 590 nm. Varying the core cutoff between the Burgers vector and a quarter of it moves this figure between roughly 500 and 620 nm, and a Poisson ratio of 0.27 lowers that range to about 480 to 590 nm. A coherent 495 nm layer is therefore plausible, but the margin may be very small or absent.

Thickness can also be taken from the fringe spacing, which avoids the polarisation factor. Away from the layer peak, where $|\eta|\gg2C|\chi_h|$, $s\approx\eta$ up to sign. The tangent in (8) repeats when $kt\,\Delta\eta/(4\gamma)=\pi$. Since $\Delta\eta\approx4\gamma\cos\theta_B\,\Delta\theta$,

$$\Delta\theta=\frac{\lambda}{2t\cos\theta_B},$$

which is about 38 arcsec here. Peak heights, by contrast, require the separate sigma and pi calculations and the actual polarisation weights of the beam. The remaining values are in the numerical output.

## Computed results

```
wavelength 0.154 nm, photon energy 8.051 keV
substrate lattice parameter 0.565 nm, plane spacing 0.14125 nm
Bragg angle 33.034 deg, layer thickness 494.7 nm
perpendicular mismatch 6.0e-04, relaxed misfit 3.16e-04
substrate chi0 -2.90e-05+9.00e-07j, chih -1.80e-05+8.00e-07j
layer     chi0 -2.80e-05+8.00e-07j, chih -1.70e-05+7.00e-07j
C_pi 0.4057, arithmetic mean C 0.7028, rms C 0.7631
two-beam minus Maxwell, largest: sigma 2.8e-04, pi 2.0e-04
single C minus Maxwell mean, largest: mean C 0.312, rms C 0.343
test angle 6.0 arcsec: ensemble R 0.80709, 45 deg linear R 0.80709
lossless thick crystal, eta and area in units of |chih|:
  area sigma 5.3333, pi 2.1635, their mean 3.7484
  area with mean C 3.7484, with rms C 4.0697
  C needed in the wings (eta = 200): 0.7631
  at eta = 1.2: true mean R 0.5758, mean C gives 1.0000
lossless slab: thickness nm, A, C needed for the peak height
       98.9  0.0666  0.7627
      988.7  0.6660  0.7316
     2966.2  1.9981  0.5946
     9887.5  6.6602  0.4580
  thick-slab estimate for the last row 0.4577
example peaks: layer R, layer angle arcsec, substrate R, angle arcsec
  sigma     0.09270   -71.1  0.89572    3.0
  pi        0.01611   -71.1  0.75113    6.0
  true mean 0.05440   -71.1  0.80803    5.8
  C mean    0.04731   -71.1  0.84337    4.8
  C rms     0.05545   -71.1  0.85525    4.5
  C mean error: layer -13.03 %, substrate +4.37 %
  C rms error: layer +1.92 %, substrate +5.84 %
best single C: layer window 0.7577, largest misfit in R 0.00033
best single C: substrate window 0.6874, largest misfit in R 0.3051
thickness from layer height with mean C 533.4 nm, error +7.8 %
widths: divergence 12.0, wavelength spread 13.4, curvature 2.9 arcsec
wafer radius 130.6 m, total blur 18.2 arcsec
blurred true peaks: layer 0.04869, substrate 0.27717
blurred mean-C error: layer -13.34 %, substrate +2.21 %
blurred rms-C error: layer +1.65 %, substrate +11.07 %
critical thickness for relaxation 588 nm
conditioner C 0.704, estimated pi share of beam 0.331
layer peak with that share 0.06733, change +23.8 %
thermal factor on chih 0.928, layer peak 0.04718, mean-C error -13.32 %
```
